# Why semilocal Kohn-Sham HOMO energies underestimate precursor ionisation energies

## 1. Definitions and conventions

A photoelectron spectrum is one of the fingerprints by which a precursor is recognised in the gas phase. Its first band is governed by the vertical ionisation energy. For a molecule with \(N_0\) electrons and fixed nuclei,
\[
I=E(N_0-1)-E(N_0),\qquad A=E(N_0)-E(N_0+1),
\]
where \(A\) is the electron affinity. Energies are in hartree unless eV is written.

Let \(n\) be the filling of the frontier spin-orbital: \(n=0\) is the cation and \(n=1\) the neutral molecule. From here on \(E(n)\) means the total energy at \(N_0-1+n\) electrons, and \(\varepsilon(n)\) is the energy of the partly filled orbital, so \(\varepsilon(1)=\varepsilon_H\) is the HOMO energy of the neutral. The HOMO is assumed non-degenerate. For an approximate functional,
\[
I_\Delta=E(0)-E(1)
\]
is the ionisation energy obtained from its own total energies. The shortfall of the eigenvalue then splits into two parts:
\[
I-(-\varepsilon_H)=(I-I_\Delta)+(I_\Delta+\varepsilon_H). \tag{1}
\]
The first part is an error of total energies at integer electron number. The second is an inconsistency within one functional.

The main example is ammonia, a nitrogen precursor for nitride films, at a chosen geometry (N–H 1.01 Å, H–N–H 107°) in the 6-311++G** basis. The reference for \(I\) is frozen-core CCSD(T) in the same basis. It is not corrected for basis-set incompleteness, and it leaves out core correlation, higher excitations, and vibrational and relativistic effects. The main computed values are collected in the numerical output.

## 2. What the exact functional requires

A system with a fractional mean number of electrons is an ensemble of integer states with weights \(w_M\), where \(\sum_M w_M=1\) and \(\sum_M w_MM=N\). Its energy is the minimum of \(\sum_M w_ME(M)\). Assume that successive ionisation energies increase as electrons are removed, so that the integer energies form a convex sequence. This is an assumption about the electronic system, not a theorem used here.

Let \(L(M)\) be the straight line through the energies at \(N_0-1\) and \(N_0\). Convexity gives \(E(M)\ge L(M)\) at every integer \(M\). Because \(L\) is linear,
\[
\sum_M w_ME(M)\ge\sum_M w_ML(M)=L(N).
\]
Mixing the two neighbouring states reaches this bound, so for \(0\le n\le1\)
\[
E_{\rm exact}(n)=(1-n)E(0)+nE(1),\qquad \frac{dE_{\rm exact}}{dn}=-I. \tag{2}
\]

To connect the slope with an orbital energy, write the Kohn-Sham energy with occupations \(f_j\) and density \(\rho=\sum_jf_j|\varphi_j|^2\):
\[
E=\sum_jf_j\langle\varphi_j|-\tfrac12\nabla^2|\varphi_j\rangle+\int v\rho+U[\rho]+E_{xc}[\rho].
\]
Here \(v\) is the nuclear potential and \(U\) the Hartree energy. The spin label is suppressed. The functional derivative of the last three terms is the Kohn-Sham potential \(v_s\). Changing \(f_i=n\) at fixed orbitals therefore contributes
\[
\langle\varphi_i|-\tfrac12\nabla^2+v_s|\varphi_i\rangle=\varepsilon_i .
\]
The orbitals also respond. With \(h_s\varphi_j=\varepsilon_j\varphi_j\), their response contributes
\[
\sum_jf_j\left(\langle\dot\varphi_j|h_s|\varphi_j\rangle+\langle\varphi_j|h_s|\dot\varphi_j\rangle\right)
=\sum_jf_j\varepsilon_j\frac{d}{dn}\langle\varphi_j|\varphi_j\rangle=0,
\]
because the orbitals stay normalised. This is Janak's theorem:
\[
\frac{dE}{dn}=\varepsilon(n). \tag{3}
\]
The same argument holds for hybrids and Hartree-Fock, with the orbital-dependent exchange operator included in \(h_s\).

Equations (2) and (3), taken as \(n\to1\) from below and with \(v_s\) vanishing at infinity, give \(-\varepsilon_H=I\) for the exact functional. The underestimate is thus a fault of the approximation, not of Kohn-Sham theory. This equality concerns the HOMO; it says nothing comparable about deeper orbitals.

## 3. The contribution of curvature

For any functional obeying equation (3), integration from cation to neutral gives
\[
I_\Delta=-\int_0^1\varepsilon(n)\,dn .
\]
Integration by parts gives
\[
\int_0^1n\,\varepsilon'(n)\,dn=\big[n\varepsilon(n)\big]_0^1-\int_0^1\varepsilon(n)\,dn=\varepsilon(1)+I_\Delta ,
\]
and therefore
\[
-\varepsilon_H=I_\Delta-\int_0^1n\,\varepsilon'(n)\,dn. \tag{4}
\]
If \(E(n)\) is convex, \(\varepsilon'=E''>0\), and the eigenvalue must underestimate \(I_\Delta\). If \(E(n)\) is concave, it must overestimate it. A straight line gives equality.

For constant curvature \(C=\varepsilon(1)-\varepsilon(0)\), the integral is \(C\int_0^1n\,dn=C/2\). The HOMO then lies too high by half the total rise of the orbital energy.

PBE gives for ammonia:

| \(n\) | \(E(n)-E(1)\) | \(\varepsilon(n)\) |
|---|---|---|
| 0 | 0.4009 | −0.5741 |
| 0.2308 | 0.2772 | −0.4975 |
| 0.5 | 0.1560 | −0.4018 |
| 0.7692 | 0.0609 | −0.3048 |
| 1 | 0 | −0.2237 |

The exact \(\varepsilon\) would be constant across this interval. The PBE value instead climbs at every step, as a convex \(E(n)\) requires. The climb is nearly linear: \(C=-0.2237+0.5741=0.3503\) from the unrounded values, so \(C/2=0.1752\). The full integral in equation (4) is 0.1772, and the direct difference is
\[
I_\Delta+\varepsilon_H=0.4009-0.2237=0.1772 .
\]
The half-curvature estimate is low by about 1% of this difference. The near-linearity also explains why the eigenvalue at half filling is useful: for a quadratic \(E(n)\), the slope at the midpoint equals the slope of the chord. Here \(-\varepsilon(1/2)=0.4018\), against \(I_\Delta=0.4009\).

The two parts of equation (1) can now be weighed. CCSD(T) gives \(I=0.3896\) (10.60 eV), PBE total energies give 0.4009 (10.91 eV), and the PBE eigenvalue gives 0.2237 (6.09 eV). Hence
\[
I+\varepsilon_H=(0.3896-0.4009)+0.1772=-0.0113+0.1772=0.1659 .
\]
Relative to this reference, the integer-energy term is small and negative. Its sign should not be relied on: correlation energies converge slowly with the basis, and a larger basis raises the coupled-cluster \(I\) by an amount comparable with 0.0113. The secure conclusion is that curvature supplies essentially all of the shortfall.

## 4. What produces the curvature

Freeze the orbitals of the neutral molecule and empty only the frontier orbital \(i\). Its energy expectation value contains the Hartree repulsion from its own charge,
\[
nJ_{ii},\qquad J_{ii}=\iint\frac{|\varphi_i(\mathbf r)|^2|\varphi_i(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\]
The kinetic term, the nuclear term and the repulsion from the other electrons do not depend on \(n\). Between \(n=0\) and \(n=1\) the frozen orbital energy therefore rises by
\[
C_{\rm frozen}=J_{ii}+\langle i|v_{xc}[n=1]-v_{xc}[n=0]|i\rangle. \tag{5}
\]

In Hartree-Fock the exchange operator contributes \(-nJ_{ii}\) from the orbital's interaction with itself. The two terms cancel, and the frozen curvature is zero; the computed value vanishes to rounding error. PBE gives
\[
C_{\rm frozen}=0.6189-0.1171=0.5018 .
\]
Its exchange-correlation potential removes only about 19% of the rise caused by self-repulsion.

Relaxation works against this. Let \(D(n)=E_{\rm frozen}(n)-E(n)\). If the self-consistent solution is the minimum at each filling, \(D\ge0\). At \(n=1\) the energies coincide, and by equation (3) so do their slopes, so \(D(1)=D'(1)=0\). A function that is non-negative just below \(n=1\) and starts this way has \(D''(1)\ge0\). Relaxation therefore cannot increase the curvature there. Over the whole interval its contribution in PBE is \(-0.1514\), leaving
\[
C=0.5018-0.1514=0.350 .
\]

The balance can be altered by changing the amount of exact exchange:

| Method | \(-\varepsilon_H\) | \(I_\Delta\) | \(I_\Delta+\varepsilon_H\) | \(C/2\) |
|---|---|---|---|---|
| LDA | 0.2270 | 0.4116 | 0.1847 | 0.1864 |
| PBE | 0.2237 | 0.4009 | 0.1772 | 0.1752 |
| PBE0 | 0.2813 | 0.3963 | 0.1149 | 0.1130 |
| HF | 0.4274 | 0.3442 | −0.0832 | −0.0720 |

From PBE to PBE0 the total-energy result changes by only 0.005, while the eigenvalue moves by 0.058. The eigenvalue error follows the curvature, as equation (4) demands.

Hartree-Fock is the opposite case. With self-repulsion cancelled, relaxation alone remains, and \(E(n)\) is concave: its value at half filling lies 0.0176 above the chord. The eigenvalue overestimates Hartree-Fock's own \(I_\Delta\) by 0.0832. Its total energies, however, give an ionisation energy 0.0454 below the reference. Equation (1) then reads \(0.0454-0.0832=-0.0378\). The fairly good Hartree-Fock eigenvalue thus rests on partial cancellation between two larger errors, not on a straight \(E(n)\).

## 5. The same curvature as delocalisation error

Consider two equal molecules so far apart that their interaction can be neglected, with one electron missing from the pair. The hole may sit on one molecule, with energy \(E(0)+E(1)\), or be shared equally, with energy \(2E(1/2)\). Equation (2) makes these energies equal for the exact functional.

For a quadratic energy, \(E(n)=E(0)+\varepsilon(0)n+Cn^2/2\), the two values to compare are
\[
E(\tfrac12)=E(0)+\tfrac12\varepsilon(0)+\tfrac18C,
\]
\[
\tfrac12[E(0)+E(1)]=E(0)+\tfrac12\varepsilon(0)+\tfrac14C .
\]
Subtracting and doubling gives
\[
2E(\tfrac12)-[E(0)+E(1)]=-\frac C4. \tag{6}
\]
A convex functional favours the shared hole. This is delocalisation error in its simplest form.

Fractional filling may look like a formal device, but the pair has an integer number of electrons. A PBE calculation on two ammonia molecules 500 bohr apart, with one electron removed and the hole kept shared by symmetry, gives \(-112.6980\) after the Coulomb repulsion of two half charges is subtracted. Twice the fractional energy gives the same value to all printed digits. The localised arrangement has \(-112.6091\). The spurious lowering is therefore 0.0889 (2.42 eV), close to \(C/4=0.0876\).

This lowering is about half the eigenvalue error \(I_\Delta+\varepsilon_H\), as \(C/4\) is half of \(C/2\). It is not a further contribution to that error. Both quantities measure the same bend in \(E(n)\), one through its depth at the midpoint and the other through its slope at the end.

## 6. The missing derivative discontinuity

Equation (2) applies on each side of an integer. As the electron number passes through an integer, the exact slope changes from \(-I\) to \(-A\), a jump of \(I-A\). Part of this may come from filling a different Kohn-Sham orbital. The remainder, \(\Delta_{xc}\), is a constant by which the exact potential rises in the region occupied by the molecule.

A one-dimensional atom isolates this term. Its nuclear potential is \(-2/\sqrt{x^2+1}\), and its two electrons repel as \(1/\sqrt{(x-x')^2+1}\). In the spin-unpolarised description both electrons occupy the same spatial orbital, so no orbital gap occurs at \(N=1\), and \(\Delta_{xc}=I-A\). Put \(\varphi=\sqrt{\rho/N}\) into
\[
-\tfrac12\varphi''+v_s\varphi=\varepsilon\varphi .
\]
Dividing by \(\varphi\), from which the constant \(N\) cancels, gives
\[
v_s(x)=\frac{(\sqrt{\rho})''}{2\sqrt{\rho}}+\varepsilon. \tag{7}
\]

Just above one electron the density is \((1-\delta)\rho_1+\delta\rho_2\), where \(\rho_1\) and \(\rho_2\) belong to the one- and two-electron ground states. Apart from slower factors, they decay as \(e^{-2\sqrt{2I}|x|}\) and \(e^{-2\sqrt{2A}|x|}\), with \(I\) and \(A\) those of the one-electron ion. Since \(A<I\), the second term dominates far enough out, however small \(\delta\) is. With \(v_s\to0\) at infinity, \(\varepsilon\) therefore changes from \(-I\) to \(-A\). Near the nucleus the density hardly changes, and neither does the first term of equation (7). The potential there must rise by \(I-A\).

Equating the two exponentials gives a leading estimate for the edge of this raised region,
\[
|x|\approx\frac{\ln(1/\delta)}{2(\sqrt{2I}-\sqrt{2A})},
\]
which moves outwards without limit as \(\delta\to0\). The prefactors left out here shift the edge further out, by roughly two bohr in this model, so the formula describes its growth with \(\ln(1/\delta)\) rather than its precise position.

The solution on a grid of spacing 0.25 bohr has \(I=1.4849\) and \(A=0.7552\), so \(I-A=0.7296\). This spacing makes \(I-A\) about 0.001 too large. The potential is obtained on the same grid with the same difference formula, so the two can still be compared more closely than that. With \(\delta=0.001\), the potential at the nucleus goes from \(-2.0000\) to \(-1.2716\), a jump of 0.7284. The difference of 0.0012 has two parts. The tail, read at finite distance and finite \(\delta\), gives 0.7566 in place of \(A\), which lowers the jump by 0.0014; the small change in the first term of equation (7) at the nucleus raises it by 0.0002.

A semilocal potential is built from the density and its derivatives near each point. When these change by an amount of order \(\delta\), the potential near the nucleus changes only slightly. For LDA and PBE the potential also vanishes at infinity whatever the decay of the density, so it cannot acquire a finite constant from a change in the remote tail. This is not true of every semilocal form: a gradient functional can be built (AK13 exchange is an example) whose potential tends to a constant set by the decay rate, and once that constant is taken as the zero of energy the potential near the nucleus does shift by a finite amount.

The ammonia cation shows the consequence in a molecule. Its ionisation energy from PBE total energies is 0.9292, and its electron affinity is the neutral's \(I_\Delta=0.4009\). Straight segments through these energies would need a slope jump of 0.5283. The actual PBE slopes are \(-0.7056\) on the electron-poor side and \(-0.5741\) on the electron-rich side. They differ by 0.1316, the gap between the majority-spin HOMO and the minority-spin LUMO.

The missing 0.3967 can be located. Relative to the straight segments, the slope just below the cation is too high by
\[
g_-=0.9292-0.7056=0.2236,
\]
and the slope just above it is too low by
\[
g_0=0.5741-0.4009=0.1732 .
\]
Their sum is 0.3968, equal to the missing jump within rounding. The rise that should occur at the integer has been spread over the adjacent intervals as curvature.

The same accounting applies at the neutral end. The total rise between cation and neutral is
\[
C=g_0+g_1=0.1732+0.1772=0.3503
\]
from unrounded values, where \(g_1=I_\Delta+\varepsilon_H\) is the HOMO error of section 3. Thus \(g_0\) belongs to the jump missing at the cation, and \(g_1\) to the jump missing at the neutral. Adding a discontinuity correction to the curvature correction would count \(g_1\) twice.

It is tempting to say that the HOMO is too high by half the missing jump. That requires equal deviations on the two sides of the integer. At the cation they are 56% and 44% of the missing jump, so the rule is an estimate. The electron-rich side of neutral ammonia was not computed.

## 7. A second precursor and the large-system limit

Water, an oxygen precursor for oxide films, was treated with PBE at O–H 0.96 Å and H–O–H 104.5°. The eigenvalue gives 0.2646 and total energies give 0.4698. The difference is 0.2051, against \(C/2=0.2053\). Relative to \(I_\Delta\), the eigenvalue is 44% too low, as in ammonia. Two small molecules do not establish a universal fraction, but the mechanism is the same in both.

The division between the two terms of equation (1) changes when a hole can spread. Take \(M\) equal, distant molecules, and neglect the Coulomb repulsion between their fractional charges. If the hole is shared equally, each molecule loses \(1/M\) electron. Expanding the quadratic energy about \(n=1\),
\[
E(1-q)=E(1)-q\varepsilon_H+\tfrac12Cq^2,\qquad q=\frac1M .
\]
The ionisation energy of the set from total energies is therefore
\[
I_\Delta(M)=M\left[E\!\left(1-\tfrac1M\right)-E(1)\right]=-\varepsilon_H+\frac{C}{2M}. \tag{8}
\]
For \(M=1\) this is the half-curvature rule. As \(M\) grows, \(I_\Delta\) falls towards the unchanged, poor eigenvalue. The exact ionisation energy of the distant molecules does not fall at all.

Two ammonia molecules already show the trend. The computed half-filled energy gives \(I_\Delta(2)=2\times0.1560=0.3120\), compared with 0.4009 for one molecule; equation (8) gives \(0.2237+0.0876=0.3113\). The curvature of the combined system is smaller, yet the HOMO is no better. About half of the second term of equation (1) has moved into the first.

Agreement between \(-\varepsilon_H\) and \(I_\Delta\) is therefore not sufficient evidence of a good ionisation energy. For a compact precursor such as ammonia, where PBE total energies lie within 0.31 eV of the reference, \(I_\Delta\) is the sounder assignment of the first photoelectron band. For an extended molecule or a cluster over which the hole delocalises, \(I_\Delta\) needs its own check. Degenerate HOMOs, and functionals for which the curvature of \(E(n)\) changes sign within the interval, also need separate treatment: equation (4) still holds along a smooth branch of solutions, but the sign of its integral must then be computed.

## Computed values

```
NH3 geometry: N-H 1.01 angstrom, H-N-H 107 deg
Basis: 6-311++g** ; energies in hartree unless marked eV
PBE, NH3: filling n, E(n)-E(1), eps(n)
  0.0000  0.40091  -0.57407
  0.0469  0.37434  -0.55893
  0.2308  0.27715  -0.49749
  0.5000  0.15601  -0.40176
  0.7692  0.06092  -0.30477
  0.9531  0.01087  -0.23994
  1.0000  0.00000  -0.22373
PBE I from total energies: 0.40091 = 10.91 eV
PBE I from integral of -eps(n): 0.40091
PBE -eps_HOMO: 0.22373 = 6.09 eV
CCSD(T) I: 0.38961 = 10.60 eV
PBE I_delta + eps_HOMO: 0.17718 = 4.82 eV
Integral of n eps'(n): 0.17718
Mean curvature C: 0.35034; C/2: 0.17517
Largest Janak mismatch at inner nodes: 7.0e-05
NH3 by method: -eps_HOMO, I_delta, I_delta+eps_HOMO, C/2
  LDA   0.2270  0.4116  0.1847  0.1864
  PBE   0.2237  0.4009  0.1772  0.1752
  PBE0  0.2813  0.3963  0.1149  0.1130
  HF    0.4274  0.3442  -0.0832  -0.0720
HF E(1/2) above straight line: 0.01755
PBE Hartree self-repulsion J_ii: 0.6189
PBE xc part of frozen curvature: -0.1171
PBE frozen curvature: 0.5018
PBE relaxation part: -0.1514; HF frozen: 1.7e-15
Two NH3, one hole, separation 500 bohr (PBE):
  shared hole, Coulomb term removed: -112.69798
  2 E(1/2): -112.69798; E(0)+E(1): -112.60909
  spurious lowering: 0.08889 = 2.42 eV; C/4: 0.08759
NH3+ PBE slopes: left -0.7056, right -0.5741
NH3+ slope jump: 0.1316; I of NH3+: 0.9292
NH3+ jump required by I(NH3+)-I(NH3): 0.5283
H2O geometry: O-H 0.96 angstrom, H-O-H 104.5 deg
H2O PBE: -eps_HOMO 0.2646, I_delta 0.4698
H2O PBE: difference 0.2051, C/2 0.2053
1D atom: nuclear charge 2, softening 1 bohr, grid step 0.25 bohr
1D atom: E(1) -1.48487, E(2) -2.24009
1D ion: I 1.48487, A 0.75523, I-A 0.72964
1D ensemble energy at N=1.3: -1.71143
1D -eps from tails, N=1-/+0.001: 1.48487, 0.75663
1D v_s at nucleus, below/above N=1: -2.00000, -1.27159
1D jump of v_s at nucleus: 0.72841
```
